# The Midgap State of a Dirac Junction with Inverted Mass, part 1

(Sections cited here and not found follow in the second part.)

## First half: the state and its proof

**Q:** You say that a junction between two semiconductors can hold an electron state that hardly cares how the junction was made. I distrust that. I would expect the details of the interface to matter. What is the model?

**A:** It keeps two band-edge orbitals and one direction, the normal $x$ to the interface. Let $a(x)$ and $b(x)$ be slowly varying amplitudes of the two orbitals. With $\hbar=1$,

$$
H=v\,\sigma_y p+m(x)\,\sigma_z,\qquad p=-i\frac{d}{dx},\qquad \psi=\begin{pmatrix}a\\ b\end{pmatrix}.
$$

The velocity $v>0$ is constant for now. The function $m(x)$ is real, bounded and piecewise continuous, so it may jump. It tends to a constant $m_L$ far to the left and $m_R$ far to the right. I call it the mass, although it is an energy.

**Q:** What does a negative mass mean? A gap cannot be negative.

**A:** Take a uniform material and a plane wave $e^{ikx}$, so that $p$ becomes $k$. Then

$$
H^2=v^2k^2\sigma_y^2+m^2\sigma_z^2+vkm(\sigma_y\sigma_z+\sigma_z\sigma_y)=v^2k^2+m^2,
$$

because each Pauli matrix squares to one and two different ones anticommute. Hence $E=\pm\sqrt{m^2+v^2k^2}$, and the gap is $2|m|$ for either sign. The sign tells which orbital is on top. At $k=0$ the $a$ orbital has energy $+m$ and the $b$ orbital has energy $-m$. For $m>0$ the upper band edge is made of $a$; for $m<0$ it is made of $b$. The second order is called inverted.

**Q:** So one uniform sample tells me nothing about the sign?

**A:** Its energies within this model do not. The sign matters when two materials meet and the same orbitals must be followed from one to the other. I take $m_L<0<m_R$ and write $M=|m_L|$.

**Q:** "Midgap" then needs care. There are two gaps, one on each side. Which middle do you mean?

**A:** The Hamiltonian above puts the middle of both gaps at $E=0$. That is an assumption about the materials, and real band lineups need not obey it. I keep it for the proof and drop it later. With it, no bulk wave travels on either side when

$$
|E|<\min(M,m_R).
$$

I call this range the common gap. A normalizable state inside it is bound to the junction.

**Q:** Write out the equations. I do not want a matrix identity to hide a sign.

**A:** From $\sigma_y=\begin{pmatrix}0&-i\\ i&0\end{pmatrix}$ and $p=-i\,d/dx$,

$$
\sigma_y p=\begin{pmatrix}0&-d/dx\\ d/dx&0\end{pmatrix},
$$

since $(-i)(-i)=-1$ and $(i)(-i)=1$. The two rows of $H\psi=E\psi$ are

$$
-vb'+ma=Ea,\qquad va'-mb=Eb,
$$

or, after rearrangement,

$$
va'=(E+m)\,b,\qquad vb'=(m-E)\,a. \tag{1}
$$

Where $m$ jumps, the right-hand sides stay finite. Integrating (1) over a vanishing interval around the jump therefore gives no change in $a$ or $b$. Both amplitudes are continuous; their slopes may jump.

**Q:** And why should $E=0$ be special? For a general energy, I would have to solve these equations anew for each profile.

**A:** At $E=0$ the equations become $va'=mb$ and $vb'=ma$. Add them and subtract them, with $u_\pm=a\pm b$:

$$
vu_+'=m(b+a)=+m\,u_+,\qquad vu_-'=m(b-a)=-m\,u_-.
$$

The two combinations have separated, whatever the shape of $m(x)$. Each equation is of first order and can be integrated at once. Define

$$
W(x)=\frac1v\int_0^x m(y)\,dy .
$$

Then $u_+=A_+e^{W}$ and $u_-=A_-e^{-W}$ with constants $A_\pm$. These are all the solutions at $E=0$, since two first-order equations have two free constants.

**Q:** You have solutions. You do not yet have a bound state. A strange profile might spoil the decay.

**A:** The far regions decide that. Since $m\to m_R>0$, there is a point $x_1$ beyond which $m(x)\ge m_R/2$. For $x>x_1$,

$$
W(x)\ge W(x_1)+\frac{m_R}{2v}(x-x_1).
$$

Likewise, there is a point $x_2$ to the left of which $m(x)\le -M/2$. For $x<x_2$,

$$
W(x)=W(x_2)-\frac1v\int_x^{x_2}m\,dy\ge W(x_2)+\frac{M}{2v}(x_2-x).
$$

So $W$ rises at least linearly towards both ends. The function $e^{-2W}$ is bounded by a decaying exponential on each side. On the finite stretch between, $W$ is continuous and $e^{-2W}$ is finite. Its integral therefore exists.

**Q:** And $e^{+W}$?

**A:** It grows at both ends. To see that it cannot be rescued by mixing, use

$$
|a|^2+|b|^2=\tfrac12\left(|u_+|^2+|u_-|^2\right)=\tfrac12\left(|A_+|^2e^{2W}+|A_-|^2e^{-2W}\right).
$$

There is no cross term that could cancel the growth, so a finite norm requires $A_+=0$. Then $u_+=0$, which means $b=-a$, and

$$
\psi_0(x)=\mathcal N\,e^{-W(x)}\begin{pmatrix}1\\-1\end{pmatrix}. \tag{2}
$$

There is exactly one normalizable state at $E=0$. Its existence used only the signs of the two bulk masses, while its shape follows the whole profile.

**Q:** Suppose I exchange the materials, or use two that have the same sign.

**A:** If the mass goes from positive to negative, $W$ falls towards both ends. Then $e^{+W}$ is normalizable and the state has $b=+a$. If both bulk masses are positive, $W$ rises to the right and falls to the left. Each of $e^{W}$ and $e^{-W}$ then grows at one end, so neither can be normalized. The same holds for two negative masses. A region of opposite sign in the middle changes nothing in this conclusion.

**Q:** I still find it odd that no detail shifts the energy, even slightly.

**A:** A symmetry forbids the shift. Since $\sigma_x$ anticommutes with both $\sigma_y$ and $\sigma_z$,

$$
\sigma_xH\sigma_x=-H .
$$

If $\psi$ has energy $E$, then $\sigma_x\psi$ has energy $-E$. Levels away from zero come in pairs. A single level at zero has no partner with which to leave. Any change of $m(x)$ that keeps the two bulk signs preserves this symmetry. A scalar potential breaks it, which is why the common midgap energy was an assumption with content.

**Q:** I would like to see this with a profile that you did not choose for its beauty.

**A:** Take round numbers: $m_L=-0.06$ eV, $m_R=0.10$ eV and $\hbar v=5.0$ eV angstrom, which is 0.347 in atomic units. I used three profiles. The first is an abrupt step. The second is the graded profile $m=0.02+0.08\tanh(x/30)$, in eV with $x$ in angstrom. The third is jagged: $-0.06$ eV up to $x=-60$ angstrom, $0.08$ eV up to $-30$, $-0.12$ eV up to $10$, and $0.10$ eV beyond.

Equations (1) were put on a lattice, with $a$ and $b$ on alternate sites, and diagonalized without use of (2). Sites of one kind were 0.5 angstrom apart, in a box from $-1000$ to $1000$ angstrom. In all three cases the level came out as zero to the six printed decimals in eV. The largest difference between the lattice spinor and (2) was below $10^{-5}$ of the peak amplitude.

**Q:** A lattice could produce a zero level for reasons of its own. Did it ever fail to give one?

**A:** Yes, where it should. A profile with $0.06$ eV on the left, $-0.08$ eV over a middle region of 150 angstrom and $0.10$ eV on the right has equal bulk signs. The lattice gave levels at $-0.00715$ and $+0.00715$ eV. They form a pair, as the symmetry demands, and neither is at zero.

**Q:** Is the zero level the sole state in the gap?

**A:** For an abrupt junction, yes, and matching shows it. Let $|E|$ be smaller than both $M$ and $m_R$. On the right, the decaying solution varies as $e^{-\kappa_Rx}$ with $v\kappa_R=\sqrt{m_R^2-E^2}$. The first equation of (1) gives $-v\kappa_Ra=(m_R+E)b$, so

$$
\frac ba=-\frac{\sqrt{(m_R-E)(m_R+E)}}{m_R+E}=-\sqrt{\frac{m_R-E}{m_R+E}} .
$$

On the left, the solution varies as $e^{+\kappa_Lx}$ with $v\kappa_L=\sqrt{M^2-E^2}$. Now $v\kappa_La=(E-M)b$, and

$$
\frac ba=-\frac{\sqrt{(M-E)(M+E)}}{M-E}=-\sqrt{\frac{M+E}{M-E}} .
$$

Continuity makes the two ratios equal. Both are negative, so squaring loses no information:

$$
(m_R-E)(M-E)=(M+E)(m_R+E). \tag{3}
$$

The terms $m_RM$ and $E^2$ appear on both sides and cancel. What remains is $-E(M+m_R)=E(M+m_R)$, hence $E=0$.

**Q:** And for a gradual junction?

**A:** Further levels can appear. Square the Hamiltonian again, now with $m$ depending on $x$:

$$
H^2=v^2p^2+m^2+v\left(\sigma_y\sigma_z\,pm+\sigma_z\sigma_y\,mp\right).
$$

With $\sigma_z\sigma_y=-\sigma_y\sigma_z$ and $\sigma_y\sigma_z=i\sigma_x$, the bracket is $i\sigma_x(pm-mp)$. The commutator is $pm-mp=-im'$, so

$$
H^2=v^2p^2+m^2+v\,m'\,\sigma_x .
$$

Near the crossing of a slowly varying profile, $m\simeq gx$ with slope $g>0$, where $x$ is now measured from the crossing. Then $v^2p^2+g^2x^2$ is an oscillator. Comparison with $p^2/2\mu+\mu\omega^2x^2/2$ gives $\mu=1/(2v^2)$ and $\omega=2vg$, so its levels are $vg(2n+1)$ with $n=0,1,2,\dots$. For $\sigma_x=-1$, the last term subtracts $vg$. Thus

$$
E^2=2nvg,\qquad E=0,\ \pm\sqrt{2vg},\ \dots
$$

The nonzero energies come with both signs because of the pairing. The estimate is useful when $\sqrt{2vg}$ lies inside the common gap, and it assumes that the state sees a nearly straight profile.

**Q:** Give me a number for it.

**A:** Stretch the graded profile to $m=0.02+0.08\tanh(x/300)$. It crosses zero where $\tanh=-1/4$, and the slope there is $(0.08/300)(1-1/16)=2.5\times10^{-4}$ eV per angstrom. The estimate is $\sqrt{2(5)(2.5\times10^{-4})}=0.050$ eV. Diagonalization gave 0.0464 eV for the next level above zero. The straight-line estimate is about 8 percent above that value. So the theorem promises one state at zero, and makes no promise that the rest of the gap is empty.

**Q:** Back to the abrupt junction. How large is the state?

**A:** From (2), the amplitude decays over $v/M$ on the left and $v/m_R$ on the right:

$$
\frac{5.0}{0.06}=83.3\ \text{angstrom}\ (8.33\ \text{nm}),\qquad \frac{5.0}{0.10}=50.0\ \text{angstrom}\ (5.00\ \text{nm}).
$$

The density $\rho=|a|^2+|b|^2$ decays twice as fast. With peak value $\rho_0$ at the interface, normalization reads

$$
1=\rho_0\left(\int_{-\infty}^0e^{2Mx/v}dx+\int_0^\infty e^{-2m_Rx/v}dx\right)=\frac{\rho_0v}{2}\left(\frac1M+\frac1{m_R}\right),
$$

so

$$
\rho_0=\frac{2Mm_R}{v(M+m_R)}=\frac{2(0.06)(0.10)}{5.0(0.16)}=0.0150\ \text{per angstrom}. \tag{4}
$$

The weight on the right is $\rho_0v/(2m_R)=M/(M+m_R)=0.06/0.16=0.375$. The state leans towards the side with the smaller gap, because it decays more slowly there. The density falls to half its peak where $2M|x|/v=\ln2$ on the left and $2m_Rx/v=\ln2$ on the right. The full width at half maximum is

$$
\frac{\ln2}{2}\,(83.3+50.0)=46.2\ \text{angstrom}=4.62\ \text{nm}.
$$

**Q:** Then what happens as one gap closes?

**A:** If $M\to0$ at fixed $m_R$ and $v$, the left decay length $v/M$ diverges and the weight on the right tends to zero. The state spreads into the left material and is lost as a bound state when the gap there closes. The energy stays at zero throughout, while the nearest bulk states, which lie one smaller half gap away, close in on it.

## Second half: lineup, layers and a real junction

**Q:** Before I attack the assumptions, list what you carry over.

**A:** The amplitudes $a,b$ obey $va'=(E+m)b$ and $vb'=(m-E)a$. The mass goes from $m_L=-M<0$ to $m_R>0$. With a common midgap energy, there is one normalizable state at $E=0$, with $b=-a$ and amplitude proportional to $\exp(-\int m\,dx/v)$. For an abrupt junction its peak density is $\rho_0=2Mm_R/[v(M+m_R)]$, and its weight on the right is $M/(M+m_R)$. The numbers are $M=0.06$ eV, $m_R=0.10$ eV and $\hbar v=5.0$ eV angstrom.

**Q:** Two materials have two velocities. You used one.

**A:** Let $v(x)$ vary between positive bounds. The product $v(x)p$ is then not Hermitian, so I replace it by $\sqrt v\,p\sqrt v$. That choice is part of the model. Put $\phi=\sqrt v\,\psi$, with components $\phi_a,\phi_b$. At $E=0$ the rows are

$$
-\sqrt v\,\phi_b'+\frac{m}{\sqrt v}\phi_a=0,\qquad \sqrt v\,\phi_a'-\frac{m}{\sqrt v}\phi_b=0 .
$$

Division by $\sqrt v$ gives $\phi_b'=(m/v)\phi_a$ and $\phi_a'=(m/v)\phi_b$. These are the old equations with $m/v$ in place of $m$ divided by a constant. The bound solution is

$$
\psi\propto\frac{1}{\sqrt{v(x)}}\exp\left(-\int^x\frac{m}{v}\,dy\right)\begin{pmatrix}1\\-1\end{pmatrix}.
$$

The energy is still zero, and the decay length on each side uses the local velocity. For the graded mass of length 30 angstrom and $v=5-0.8\tanh(x/40)$ eV angstrom, the lattice again gave zero to six decimals.

**Q:** Now the assumption that I dislike most. Two gaps do not share a midpoint because you ask them to.

**A:** Let the midgap energy be $0$ on the left and $D$ on the right, with an abrupt step. In each material, the energy that enters the equations is measured from the local midgap energy: $\epsilon_L=E$ and $\epsilon_R=E-D$. The matching goes through as before, with each energy given its own label:

$$
(m_R-\epsilon_R)(M-\epsilon_L)=(M+\epsilon_L)(m_R+\epsilon_R).
$$

Multiply out. The terms $m_RM$ and $\epsilon_L\epsilon_R$ cancel, which leaves

$$
-m_R\epsilon_L-M\epsilon_R=M\epsilon_R+m_R\epsilon_L\quad\Rightarrow\quad m_R\epsilon_L+M\epsilon_R=0 .
$$

Inserting the two energies gives $m_RE+M(E-D)=0$, or

$$
E=\frac{M}{M+m_R}\,D . \tag{5}
$$

The level follows the right-hand midgap energy by the fraction of its weight that lies on the right when $D=0$. For $D=0.04$ eV,

$$
E=0.375\times0.04=0.015\ \text{eV}
$$

above the left midgap energy. The lattice gave the same value.

**Q:** Surely a large offset destroys it.

**A:** It does, and (5) says when. Decay on the left needs $|\epsilon_L|<M$. Since $\epsilon_L=MD/(M+m_R)$, this means $|D|<M+m_R$. On the right, $\epsilon_R=E-D=-m_RD/(M+m_R)$, and $|\epsilon_R|<m_R$ gives the same condition. The left gap extends from $-M$ to $M$, and the right one from $D-m_R$ to $D+m_R$. These intervals overlap exactly when

$$
|D|<M+m_R=0.16\ \text{eV}. \tag{6}
$$

Within the abrupt model, the state therefore exists as long as there is any common gap to hold it, but it sits at neither midpoint when $D\ne0$.

**Q:** And if the offset is graded as well?

**A:** There is a closed answer if the potential follows the mass, $V(x)=c+\alpha m(x)$ with constants $c$ and $|\alpha|<1$. Try $E=c$. The local energy is $E-V=-\alpha m$, and the equations become

$$
va'=(1-\alpha)m\,b,\qquad vb'=(1+\alpha)m\,a .
$$

Insert $b=-ra$ with constant $r>0$. The first equation gives $va'=-r(1-\alpha)ma$. The second gives $-rva'=(1+\alpha)ma$, or $va'=-(1+\alpha)ma/r$. They agree if

$$
r^2=\frac{1+\alpha}{1-\alpha},\qquad r(1-\alpha)=\sqrt{1-\alpha^2}.
$$

Hence $a\propto\exp\left(-\sqrt{1-\alpha^2}\int m\,dx/v\right)$, which is normalizable for the reason given before. The companion with $b=+ra$ grows at both ends. An abrupt step always has this form, because two values of $V$ fix two constants: $\alpha=D/(M+m_R)$ and $c=\alpha M$, which is (5).

For the graded mass of length 30 angstrom and $\alpha=0.50$, the formula gives $E=0.50\times0.06=0.030$ eV, and so did the lattice.

With a common midgap energy, opposite bulk mass signs guarantee exactly one bound state at zero energy whatever the mass profile, and an abrupt midgap offset moves that state but leaves it bound while the two gaps overlap. Still to be examined are potentials at the interface, thin layers, remote bands, and the valleys, temperature, doping and fields of a real junction.

All numerical values are calculated from the stated model.
